# An adatom's binding energy is not its diffusion barrier

Consider one adatom of mass \(m\) on a rigid crystal surface whose equivalent sites are a distance \(a\) apart. Let \(V\) be its potential energy and \(E_d\) the height of the lowest pass between neighbouring sites, measured from the site. Near the surface we can write

\[
V(\mathbf r)=V_{\text{site}}+E_d\,w(\mathbf r/a),
\]

where \(w\) is a dimensionless shape, equal to 0 at the site and 1 at the pass. The constant \(V_{\text{site}}\) produces no force. It also multiplies every Boltzmann factor near the surface by the same number, so it cancels from the relative probabilities of positions there. The rate of hopping to a neighbour therefore cannot depend on it. The time that can be built from \(m\), \(a\) and \(E_d\) is \(a\sqrt{m/E_d}\), so for a classical atom in thermal equilibrium

\[
k=\frac1a\sqrt{\frac{E_d}{m}}\;F\!\left(\frac{E_d}{k_BT};\,w\right).
\]

Now set \(V=0\) far from the surface. The binding energy is \(E_b=-V_{\text{site}}\), the very constant that dropped out. It can influence hopping only if changing it also changes the barrier or the shape \(w\).

## The belief and its appeal

The belief is this: an adatom is held by bonds of total energy \(E_b\); to move it must break them; therefore the activation energy for diffusion is \(E_b\).

Part of this is sound. Hopping is thermally activated, and the atom must give up some of its bonding. The error lies in the word "them". At the pass, which is a saddle point of \(V\), the atom still touches the surface and is still bound. Call the binding energy it retains there \(E_{b,\text{saddle}}=-V_{\text{saddle}}\). Then

\[
E_d=V_{\text{saddle}}-V_{\text{site}}
=-E_{b,\text{saddle}}-(-E_b)
=E_b-E_{b,\text{saddle}} .
\]

The barrier is a difference between two binding energies. Three changes to a surface show what follows:

- Deepen site and saddle by the same amount \(\delta\): \(E_b\) rises by \(\delta\), and \(E_d\) stays the same.
- Deepen the sites alone by \(\delta\): both \(E_b\) and \(E_d\) rise by \(\delta\).
- Deepen the saddles alone by \(\delta\): \(E_b\) stays the same, and \(E_d\) falls by \(\delta\).

The second case explains why the belief tempts. Multiplying the whole potential by a factor \(\lambda>1\) has a similar effect: both energies grow by that factor. In both cases stronger binding does mean slower hopping. Under scaling the ratio \(E_d/E_b\) keeps its original value, and when the sites alone are deepened it becomes \((E_d+\delta)/(E_b+\delta)\); neither is equal to one.

There is a general inequality. Suppose desorption has no barrier beyond \(E_b\). An atom could then reach another site by leaving the surface, travelling through the vacuum and landing again, at a highest cost of \(E_b\). The lowest pass cannot cost more than this available route, so \(E_d\le E_b\). The binding energy is an upper bound on the barrier, not its value.

## A surface that can be solved by hand

Take a square lattice and the potential

\[
V(x,y,z)=B(x,y)\left(e^{-2\alpha z}-2e^{-\alpha z}\right),
\]

\[
B(x,y)=E_b-\frac{E_d}{2}\left[2-\cos\frac{2\pi x}{a}-\cos\frac{2\pi y}{a}\right].
\]

With \(u=e^{-\alpha z}\), the bracket in \(V\) is \(u^2-2u=(u-1)^2-1\). Where \(B>0\), its minimum over height is at \(u=1\), that is \(z=0\), where \(V=-B\). Thus \(B(x,y)\) is the binding energy at each lateral position. The smallest value of \(B\) is \(E_b-2E_d\), so we require \(E_b>2E_d\).

At \(z=0\) the slope and curvature along \(x\) are

\[
\frac{\partial V}{\partial x}=-\frac{\partial B}{\partial x}
=\frac{\pi E_d}{a}\sin\frac{2\pi x}{a},\qquad
\frac{\partial^2V}{\partial x^2}=\frac{2\pi^2E_d}{a^2}\cos\frac{2\pi x}{a},
\]

and likewise along \(y\). For small \(z\), \((u-1)^2\approx\alpha^2z^2\), so \(V\approx-B+B\alpha^2z^2\) and the curvature along \(z\) is \(2\alpha^2B\). The mixed curvatures vanish at the stationary points: \(B\) is a sum of a function of \(x\) and a function of \(y\), and \(u^2-2u\) has zero slope at \(z=0\).

The stationary points are therefore:

- \((0,0)\): all curvatures positive, \(B=E_b\). This is the stable site.
- \((a/2,0)\): negative curvature along \(x\) only, \(B=E_b-E_d\). This is the saddle on the way to the neighbour along \(x\); \((0,a/2)\) is the equivalent saddle along \(y\).
- \((a/2,a/2)\): negative curvature along \(x\) and \(y\), \(B=E_b-2E_d\). This is a hilltop.

No path avoids the barrier. Any route from \(x=0\) to \(x=a\) crosses the plane \(x=a/2\), where \(B\le E_b-E_d\) and hence \(V\ge-(E_b-E_d)\). The straight path at \(y=z=0\) attains this lowest possible crossing energy.

For a curvature \(\kappa\), the vibration frequency is \(\nu=\sqrt{\kappa/m}/2\pi\). At the site this gives

\[
\nu_x=\nu_y=\frac1{2\pi}\sqrt{\frac{2\pi^2E_d}{ma^2}}
=\frac1a\sqrt{\frac{E_d}{2m}},\qquad
\nu_z=\frac{\alpha}{2\pi}\sqrt{\frac{2E_b}{m}} .
\]

At the saddle \(\nu_y\) is unchanged, while the vertical frequency becomes \(\nu_z^\ddagger=(\alpha/2\pi)\sqrt{2(E_b-E_d)/m}\).

## The hop rate

We use transition-state theory: the atom is in thermal equilibrium within its site, and every crossing of the plane \(x=a/2\) counts as a completed hop. The rate \(k\) to one chosen neighbour is the equilibrium flux through that plane divided by the population of the site.

The flux needs the average of the positive velocities over the Maxwell distribution,

\[
c=\int_0^\infty v\,\sqrt{\frac{m}{2\pi k_BT}}\;e^{-mv^2/2k_BT}\,dv
=\sqrt{\frac{k_BT}{2\pi m}} .
\]

Therefore

\[
k=c\,\frac{\int dy\,dz\;e^{-V(a/2,y,z)/k_BT}}
{\int_{\text{site}}dx\,dy\,dz\;e^{-V(x,y,z)/k_BT}},
\]

where the lower integral covers the bound region of one surface cell. When \(k_BT\) is small compared with \(E_d\) and \(E_b-E_d\), both integrands are narrow peaks, and \(V\) may be replaced by its quadratic expansion. Each direction of positive curvature \(\kappa=m(2\pi\nu)^2\) then contributes

\[
\int_{-\infty}^{\infty}e^{-\kappa s^2/2k_BT}\,ds
=\sqrt{\frac{2\pi k_BT}{\kappa}}
=\frac1\nu\sqrt{\frac{k_BT}{2\pi m}}=\frac c\nu .
\]

There are two such factors above and three below:

\[
k=c\;\frac{e^{(E_b-E_d)/k_BT}\,c^2/(\nu_y\nu_z^\ddagger)}
{e^{E_b/k_BT}\,c^3/(\nu_x\nu_y\nu_z)}
=\nu_x\frac{\nu_z}{\nu_z^\ddagger}\,e^{-E_d/k_BT}.
\]

The powers of \(c\) cancel, and so does \(E_b\) in the exponent. Inserting the frequencies,

\[
k=\nu_x\sqrt{\frac{E_b}{E_b-E_d}}\;e^{-E_d/k_BT}.
\]

The square root is the remaining trace of binding. In this model a deeper well is also stiffer vertically, so a change in \(E_b\) changes the shape \(w\). At the saddle the vertical spring is softer than at the site; the atom has more room there, which raises the rate a little. For \(E_b\gg E_d\) the factor tends to one. In the opposite direction it stays modest: the requirement \(E_b>2E_d\) keeps it below \(\sqrt2\).

## What the binding energy does control

For desorption, count the flux through a distant plane parallel to the surface. There \(V=0\), so the Boltzmann factor is one over the cell area \(a^2\). In equilibrium with a vapour, if every arriving atom sticks, the outgoing flux consists of atoms that have desorbed. With the same site population as before,

\[
k_{\text{des}}=\frac{c\,a^2}{e^{E_b/k_BT}\,c^3/(\nu_x^2\nu_z)}
=\frac{a^2\nu_x^2\nu_z}{c^2}\,e^{-E_b/k_BT}.
\]

Since \(a^2\nu_x^2=E_d/2m\) and \(1/c^2=2\pi m/k_BT\),

\[
k_{\text{des}}=\pi\nu_z\,\frac{E_d}{k_BT}\,e^{-E_b/k_BT}.
\]

Here \(E_b\) stands in the exponent. The barrier \(E_d\) appears in the prefactor because it sets how tightly the site confines the atom sideways, a confinement that is lost on leaving.

The two energies can be read from the temperature dependence of the two rates. Let \(\beta=1/k_BT\). In the quadratic approximation the hop prefactor does not depend on temperature, so \(-d\ln k/d\beta=E_d\). The desorption prefactor is proportional to \(\beta\), so

\[
-\frac{d\ln k_{\text{des}}}{d\beta}=E_b-\frac1\beta=E_b-k_BT .
\]

An Arrhenius plot of hopping thus yields the barrier, and one of desorption yields nearly the binding energy.

## The number that refutes the belief

Take round model parameters: \(a=0.30\) nm, \(m=50\) u, \(\alpha=15\ \text{nm}^{-1}\) and \(T=600\) K, so that \(k_BT=0.0517\) eV. Surface A has \(E_b=1.50\) eV and \(E_d=0.60\) eV. Surface B binds more strongly, \(E_b=2.00\) eV, but has the lower barrier \(E_d=0.40\) eV. At their saddles the atoms remain bound by 0.90 eV and 1.60 eV.

For A, \(\nu_x=2.536\) THz, and the hop prefactor is \(2.536\sqrt{1.50/0.90}=3.27\) THz. Hence

\[
k_A=3.27\times10^{12}\,e^{-0.60/0.0517}\ \text{s}^{-1}
=3.0\times10^{7}\ \text{s}^{-1}.
\]

For B, \(\nu_x=2.071\) THz, and the prefactor is \(2.071\sqrt{2.00/1.60}=2.32\) THz, so

\[
k_B^{\text{hop}}=2.32\times10^{12}\,e^{-0.40/0.0517}\ \text{s}^{-1}
=1.0\times10^{9}\ \text{s}^{-1}.
\]

The more strongly bound adatom hops about 30 times faster.

Putting \(E_b\) in the exponent, with the same prefactors, would give \(0.82\ \text{s}^{-1}\) for A and \(3.7\times10^{-5}\ \text{s}^{-1}\) for B. These values are too small by factors of \(3.6\times10^7\) and \(2.8\times10^{13}\), and they put the two surfaces in the wrong order. The factor is \(e^{(E_b-E_d)/k_BT}\): the belief charges the atom for the bonding it never gives up.

The belief also defeats itself. With \(\nu_z=5.744\) THz, the desorption rate on A is

\[
k_{\text{des}}=\pi(5.744\times10^{12})\frac{0.60}{0.0517}\,
e^{-1.50/0.0517}\ \text{s}^{-1}\approx53\ \text{s}^{-1}.
\]

Four neighbours at the false rate would give \(4\times0.82=3.3\) hops per second. Most adatoms would then leave the surface before making a single hop. With the correct barrier an adatom on A makes on average \(4k/k_{\text{des}}=2.3\times10^6\) hops before it desorbs.

To isolate the effect of binding, let surface C keep B's barrier of 0.40 eV but have \(E_b=3.00\) eV. The full Boltzmann integrals, without the quadratic approximation, give a hop rate on C that is 0.96 of that on B. The change in prefactor from 2.32 to 2.22 THz accounts for it. The desorption rate on C is \(4.9\times10^{-9}\) of that on B. One extra electronvolt of binding almost stops desorption and leaves hopping nearly untouched.

## How far the formulas can be trusted

The barrier was tested by a search that is not told which point is the saddle, although the saddle is one of its grid points: a bisection search on a three-dimensional grid found the lowest energy level below which two neighbouring sites are connected. The level stood 0.6000 eV above the site for A and 0.4000 eV for B. Connection to the vacuum came at 1.4996 eV and 1.9995 eV; these lie slightly below \(E_b\) because the grid ends at a finite height, where a weak attraction remains.

Both rate formulas were tested against the full integrals. At 600 K, relative to those integrals, the hop formula is too high by 1.3% for A and 4.2% for B; the desorption formula is too high by 9% and 11%. At 150 K the errors shrink to 0.3% and 0.9% for hopping, and to 2.0% and 2.4% for desorption. A reduction by roughly four is expected. Typical displacements \(s\) scale as \(\sqrt{k_BT}\), so the cubic term of \(V/k_BT\) scales as \(\sqrt{k_BT}\), but it is odd in the displacements and averages to zero at first order. The first surviving corrections, from the quartic term and the square of the cubic one, are proportional to \(k_BT\). The comparison at 150 K tests the quadratic expansion only. Both sides are classical, and at 150 K the quantum \(h\nu_z\), 24 meV on A and 27 meV on B, exceeds \(k_BT=13\) meV. A harmonic quantum estimate then raises the hop rates by roughly 10% and the desorption rates by roughly 20%; at 600 K the change is about 1%.

The slopes of the full integrals near 600 K are 0.599 eV for hopping and 1.443 eV for desorption on A, against \(E_d=0.60\) eV and \(E_b-k_BT=1.448\) eV. On B they are 0.397 eV and 1.942 eV, against 0.40 eV and 1.948 eV.

These integrals share the assumptions of transition-state theory, so they do not test recrossing. An atom that crosses the plane and turns straight back is counted as a hop although it has not moved, and the true rate is then lower. An atom that keeps its energy may instead run on over several sites. Between them, these effects alter the prefactor and the distribution of jump lengths. If \(k_BT\) is comparable with \(E_d\), separate hops are no longer a good description at all.

## From hops to distance travelled

Let successive hops be independent, each of length \(a\) in one of four directions. The cross terms in the squared displacement average to zero, so \(N\) hops give \(\langle r^2\rangle=Na^2\). The total hop rate is \(4k\), hence

\[
\langle r^2\rangle=4ka^2t .
\]

Comparison with \(\langle r^2\rangle=4Dt\), which defines the diffusion coefficient in two dimensions, gives \(D=ka^2\). For A this is \(2.7\times10^{-8}\ \text{cm}^2\,\text{s}^{-1}\), and for B \(9.1\times10^{-7}\ \text{cm}^2\,\text{s}^{-1}\). Independent single hops require the substrate to take up the atom's excess energy in the next site. The rigid surface of the model has no such exchange, so this is an added assumption. With weak coupling to the substrate, long jumps can make \(D\) several times larger than \(ka^2\); with strong coupling, recrossing makes it smaller. The distances below carry the same condition.

If desorption ends the walk, the mean lifetime is \(1/k_{\text{des}}\). Averaging \(4ka^2t\) over the lifetimes replaces \(t\) by this mean, so the root-mean-square distance covered is

\[
L=2a\sqrt{\frac{k}{k_{\text{des}}}}\;\propto\; e^{(E_b-E_d)/2k_BT},
\]

apart from the prefactors. Here both energies matter. At a fixed barrier, stronger binding extends the distance mainly by giving the atom more time; the pace of its hops changes only through the prefactor. The model gives \(L=0.45\) µm on A and about 380 µm on B. A master equation for the walk on a lattice was solved for two test cases. It reproduced \(\langle r^2\rangle=4ka^2t\) at \(kt=10\) and, for \(k/k_{\text{des}}=20\), the mean squared distance at desorption, \(4a^2k/k_{\text{des}}\), within 0.1%.

The distance for B describes an empty, perfect terrace. During growth an adatom may first meet another adatom, an island or a step, and the walk then ends there. How soon it does so depends on \(D\), and therefore on \(E_d\). When capture comes well before desorption, this is why the barrier, rather than the binding energy, belongs in an estimate of how quickly adatoms find one another and nucleate islands. At higher temperature or weaker binding, desorption limits the number of adatoms on the surface, and the nucleation rate then depends strongly on \(E_b\) as well.

## Sites that differ, and surfaces that move

Suppose two neighbouring sites, 1 and 2, have different depths. They share one saddle, but each has its own barrier:

\[
E_{1\to2}=V_{\text{saddle}}-V_1,\qquad
E_{2\to1}=V_{\text{saddle}}-V_2 .
\]

Subtracting gives \(E_{1\to2}-E_{2\to1}=V_2-V_1\). The difference in binding energy fixes the difference between the forward and backward barriers. In the quadratic approximation it also determines, together with the vibration frequencies at the two sites, which site is preferred in equilibrium. The difference in binding energy does not fix either barrier, because the saddle energy has cancelled. Knowledge of the stable sites alone, however accurate, cannot supply a hop rate unless the shape of the potential between them is also known. The cosine model above is such a special case: there the site frequency \(\nu_x\) fixes \(E_d\).

On a real surface the substrate atoms also move. The site and saddle energies must then be those of the whole system, with the substrate relaxed at each point, and the frequencies must include its vibrations. The adatom may also move by changing places with a substrate atom, which leads over a different saddle. When \(k_BT\) is not large compared with the vibrational quanta \(h\nu\), as for light atoms or at low temperature, tunnelling and zero-point energy modify the classical rate. In each classical case the energy to find is still that of the pass measured from the starting site. The checks and values used here are collected in the numerical output.

## Calculated quantities

```
Lattice constant a = 0.30 nm; mass = 50 u
Decay constant alpha = 15 1/nm
T = 600 K; kT = 0.05170 eV
A: E_b = 1.50 eV; E_d = 0.60 eV
A: binding energy at saddle = 0.90 eV
A: flood barrier = 0.6000 eV; removal = 1.4996 eV
A: nu_x = 2.536 THz; nu_z = 5.744 THz
A: hop prefactor = 3.274 THz
A: k harmonic = 2.988e+07; integral = 2.948e+07 1/s
A: k_des harmonic = 5.267e+01; integral = 4.834e+01 1/s
A: formula errors, hop/desorb = 1.33/8.95 %
A: same errors at 150 K = 0.33/2.00 %
A: slopes, hop/desorb = 0.5993/1.4433 eV
A: false k with E_b as barrier = 8.235e-01 1/s
A: true k / false k = 3.628e+07
A: D = 2.689e-08 cm^2/s
A: mean hops before desorption = 2.269e+06
A: rms distance L = 4.519e-01 micrometre
B: E_b = 2.00 eV; E_d = 0.40 eV
B: binding energy at saddle = 1.60 eV
B: flood barrier = 0.4000 eV; removal = 1.9995 eV
B: nu_x = 2.071 THz; nu_z = 6.633 THz
B: hop prefactor = 2.315 THz
B: k harmonic = 1.011e+09; integral = 9.706e+08 1/s
B: k_des harmonic = 2.559e-03; integral = 2.302e-03 1/s
B: formula errors, hop/desorb = 4.16/11.16 %
B: same errors at 150 K = 0.88/2.36 %
B: slopes, hop/desorb = 0.3974/1.9416 eV
B: false k with E_b as barrier = 3.676e-05 1/s
B: true k / false k = 2.750e+13
B: D = 9.099e-07 cm^2/s
B: mean hops before desorption = 1.580e+12
B: rms distance L = 3.771e+02 micrometre
C: E_b = 3.00 eV; E_d = 0.40 eV
C: binding energy at saddle = 2.60 eV
C: flood barrier = 0.4000 eV; removal = 2.9993 eV
C: nu_x = 2.071 THz; nu_z = 8.123 THz
C: hop prefactor = 2.224 THz
C: k harmonic = 9.713e+08; integral = 9.319e+08 1/s
C: k_des harmonic = 1.249e-11; integral = 1.135e-11 1/s
C: formula errors, hop/desorb = 4.23/10.07 %
C: same errors at 150 K = 0.90/2.13 %
C: slopes, hop/desorb = 0.3973/2.9422 eV
Hop rate ratio B/A, integral = 32.92
Hop rate ratio C/B, integral = 0.9601
Desorption rate ratio C/B, integral = 4.928e-09
Walk test: k t = 10; <r^2>/a^2 = 40.0000
Walk test: k/k_des = 20; final <r^2>/a^2 = 79.9801
```
